# Rayleigh's mass rule and interlacing bounds for isotopic frequencies: a program that tests the result

```python
"""
Rayleigh's mass rule for harmonic vibrations, F u = lambda M u, lambda = omega^2.
F: mass-independent Hessian; M: diagonal masses; eigenvalues sorted upwards.
Result under test, for a minimum and one atom a made heavier (m -> m'):
  omega[j-r] <= c[j] <= omega'[j] <= omega[j] <= c[j+r],
  omega'[j] >= sqrt(m/m') omega[j],
where c are the nonzero frequencies with atom a held fixed, and r is the number
of displacement components of atom a in the symmetry block (3 with no symmetry).
At a saddle point the magnitude of every ordered eigenvalue falls or stays.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from pyscf import gto, scf, lib
from pyscf.hessian import rhf as rhf_hessian

lib.num_threads(1)
rng = np.random.default_rng(7)


def modes(F, masses):
    """Eigenvalues and vectors normalized by u^T M u = 1."""
    return eigh(F, np.diag(masses))


def clamped(F, masses, fixed):
    """Eigenvalues with the coordinates in 'fixed' held at zero."""
    keep = np.setdiff1d(np.arange(len(masses)), fixed)
    return modes(F[np.ix_(keep, keep)], masses[keep])[0]


def check_bounds(old, new, fixed, r, mass_ratio, tol):
    """Bounds for nonzero eigenvalues; mass_ratio = m/m'."""
    assert np.all(new <= old + tol)
    assert np.all(new >= mass_ratio * old - tol)
    assert np.all(fixed <= new + tol)
    assert np.all(old[:-r] <= fixed[r:] + tol)


# Random spring networks in three dimensions
n_atoms, n_networks = 5, 300
one_step_failures = two_step_failures = 0
for trial in range(n_networks):
    xyz = rng.normal(size=(n_atoms, 3))
    F = np.zeros((15, 15))
    for i in range(n_atoms):
        for j in range(i):
            row = np.zeros(15)
            e = (xyz[i] - xyz[j]) / np.linalg.norm(xyz[i] - xyz[j])
            row[3*i:3*i+3], row[3*j:3*j+3] = e, -e
            F += rng.uniform(0.5, 2.0) * np.outer(row, row)
    atom_m = rng.uniform(1, 20, n_atoms)
    atom_m[0] = rng.uniform(1, 3)
    factor = rng.uniform(1, 1000)
    m = np.repeat(atom_m, 3)
    heavy = m.copy()
    heavy[:3] *= factor
    limit = m.copy()
    limit[:3] *= 1e8
    old, new = modes(F, m)[0], modes(F, heavy)[0]
    fix = clamped(F, m, [0, 1, 2])
    scale = old[-1]
    assert np.sum(abs(old) < 1e-11 * scale) == 6
    assert np.sum(abs(fix) < 1e-11 * scale) == 3
    check_bounds(old[6:], new[6:], fix[3:], 3, 1 / factor, 1e-10 * scale)
    assert np.allclose(modes(F, limit)[0][6:], fix[3:], atol=1e-5 * scale)
    one_step_failures += np.any(new[7:] < old[6:-1] - 1e-8 * scale)
    two_step_failures += np.any(new[8:] < old[6:-2] - 1e-8 * scale)
    growth = rng.uniform(1, 4, n_atoms)
    several = modes(F, m * np.repeat(growth, 3))[0]
    assert np.all(several <= old + 1e-10 * scale)
    assert np.all(several >= old / growth.max() - 1e-10 * scale)
assert one_step_failures > 0 and two_step_failures > 0

# Indefinite Hessians: saddle-point form of the rule
n_saddles = 0
for trial in range(300):
    A = rng.normal(size=(9, 9))
    F = A + A.T
    m = np.repeat(rng.uniform(1, 10, 3), 3)
    old = modes(F, m)[0]
    several = modes(F, m * np.repeat(rng.uniform(1, 5, 3), 3))[0]
    assert np.all(np.sign(several) == np.sign(old))
    assert np.all(abs(several) <= abs(old) + 1e-10)
    heavy = m.copy()
    heavy[:3] *= rng.uniform(1, 50)
    new, fix = modes(F, heavy)[0], clamped(F, m, [0, 1, 2])
    assert np.all(old[:6] <= fix + 1e-10)
    assert np.all(fix <= new[3:] + 1e-10)
    n_saddles += old[0] < 0 < old[-1]
assert n_saddles > 0

print("random networks tested:", n_networks)
print("networks violating one-step interlacing:", one_step_failures)
print("networks violating two-step interlacing:", two_step_failures)
print("indefinite Hessians tested:", n_saddles)

# Linear A-B-A model: stretch constant k, stretch-stretch constant f
k, f, m_end = 1.0, 0.2, 1.0
stretch = np.array([[-1.0, 1, 0], [0, -1, 1]])
F_line = stretch.T @ np.array([[k, f], [f, k]]) @ stretch
print(f"A-B-A model: k = {k}, f = {f}, end mass = {m_end} (model units)")
for m_mid in (1.0, 2.0, 4.0, 8.0):
    lam = modes(F_line, np.array([m_end, m_mid, m_end]))[0][1:]
    sym = (k + f) / m_end
    anti = (k - f) * (1 / m_end + 2 / m_mid)
    assert np.allclose(lam, sorted([sym, anti]))
    print(f"  central mass {m_mid:.0f}: ordered omega^2 =",
          f"{lam[0]:.4f} {lam[1]:.4f} (model units)")
lam_fix = clamped(F_line, np.array([m_end, 1.0, m_end]), [1])
print(f"  central atom fixed: omega^2 = {lam_fix[0]:.4f} {lam_fix[1]:.4f}",
      "(model units)")

# Formaldehyde, molecule in the yz plane, atom order C, O, H, H
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
start = np.array([[0, 0, 0], [0, 0, 1.19], [0, 0.93, -0.58],
                  [0, -0.93, -0.58]]) * 1e-10 / bohr


def solve_scf(xyz):
    mol = gto.M(atom=[(s, tuple(p)) for s, p in zip("COHH", xyz)],
                unit="Bohr", basis="6-31g*", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    return mf


def gradient(mf):
    return mf.nuc_grad_method().kernel().ravel()


def hessian(mf):
    h = rhf_hessian.Hessian(mf).kernel()
    h = h.transpose(0, 2, 1, 3).reshape(12, 12)
    return (h + h.T) / 2


def rigid_projector(xyz):
    """Projector on the three translations and three rotations."""
    centred = xyz - xyz.mean(axis=0)
    vecs = [np.tile(e, 4) for e in np.eye(3)]
    vecs += [np.cross(e, centred).ravel() for e in np.eye(3)]
    q = np.linalg.qr(np.array(vecs).T)[0]
    return q @ q.T


xyz = start.copy()
mf = solve_scf(xyz)
P = rigid_projector(xyz)
Q = np.eye(12) - P
newton_matrix = Q @ hessian(mf) @ Q + P
for step in range(20):
    g = gradient(mf)
    if np.max(abs(g)) < 2e-6:
        break
    xyz = xyz - np.linalg.solve(newton_matrix, g).reshape(4, 3)
    mf = solve_scf(xyz)
assert np.max(abs(gradient(mf))) < 2e-6
F_raw = hessian(mf)

# One Hessian column against differences of gradients (hydrogen, y direction)
h = 0.005
shift = np.zeros((4, 3))
shift[2, 1] = h
column = (gradient(solve_scf(xyz + shift))
          - gradient(solve_scf(xyz - shift))) / (2 * h)
assert np.allclose(column, F_raw[:, 7], atol=5e-4)

# Rigid motions are null vectors up to numerical residue, then exactly
P = rigid_projector(xyz)
assert np.max(abs(F_raw @ P)) < 2e-4
Q = np.eye(12) - P
F = Q @ F_raw @ Q

to_cm = np.sqrt(hartree / const.atomic_mass) / bohr / (200 * np.pi * const.c)


def wavenumber(lam):
    return to_cm * np.sqrt(lam)


m_e = const.physical_constants["electron mass in u"][0]
m_H = const.physical_constants["proton mass in u"][0] + m_e
m_D = const.physical_constants["deuteron mass in u"][0] + m_e
m_C12, m_C13, m_O = 12.0, 13.0033548, 15.9949146


def mass_vector(a, b, carbon=m_C12):
    return np.repeat([carbon, m_O, a, b], 3)


def show(label, values, digits=1):
    print(f"  {label}:", " ".join(f"{v:.{digits}f}" for v in values))


bond = np.linalg.norm(xyz[1] - xyz[0]) * bohr * 1e10
ch = xyz[2:] - xyz[0]
ch_len = np.linalg.norm(ch, axis=1)
angle = np.degrees(np.arccos(ch[0] @ ch[1] / np.prod(ch_len)))
print("Formaldehyde, RHF/6-31G(d), optimized geometry")
print(f"  C-O {bond:.4f} angstrom, C-H {ch_len[0]*bohr*1e10:.4f} angstrom,",
      f"H-C-H {angle:.2f} degrees")
print(f"  masses H {m_H:.6f}, D {m_D:.6f}, O {m_O:.6f} u")
print(f"  masses 12C {m_C12:.6f}, 13C {m_C13:.6f} u")

m_HH, m_DH, m_DD = (mass_vector(*p) for p in
                    ((m_H, m_H), (m_D, m_H), (m_D, m_D)))
all_HH, all_DH, all_DD = (modes(F, m)[0] for m in (m_HH, m_DH, m_DD))
fix_all = clamped(F, m_HH, [6, 7, 8])
assert np.max(abs(all_HH[:6])) < 1e-10 and all_HH[6] > 1e-4
assert np.max(abs(fix_all[:3])) < 1e-10 and fix_all[3] > 1e-4
check_bounds(all_HH[6:], all_DH[6:], fix_all[3:], 3, m_H / m_D, 1e-9)
assert np.all(all_DD[6:] <= all_DH[6:] + 1e-9)
print("All six ordered wavenumbers (cm^-1)")
show("H2CO", wavenumber(all_HH[6:]))
show("HDCO", wavenumber(all_DH[6:]))
show("D2CO", wavenumber(all_DD[6:]))
show("one H fixed", wavenumber(fix_all[3:]))

# In-plane and out-of-plane blocks for H -> D
inplane = np.array([1, 2, 4, 5, 7, 8, 10, 11])
outplane = np.array([0, 3, 6, 9])
assert np.max(abs(F[np.ix_(inplane, outplane)])) < 1e-5
F_in = F[np.ix_(inplane, inplane)]
F_out = F[np.ix_(outplane, outplane)]
lam_in, u_in = modes(F_in, m_HH[inplane])
old_in = lam_in[3:]
new_in = modes(F_in, m_DH[inplane])[0][3:]
fix_in = clamped(F_in, m_HH[inplane], [4, 5])[1:]
check_bounds(old_in, new_in, fix_in, 2, m_H / m_D, 1e-9)
floor = np.sqrt(m_H / m_D)
print("In-plane block, H -> D, r = 2 (cm^-1)")
show("H2CO", wavenumber(old_in))
show("HDCO", wavenumber(new_in))
show("that H fixed", wavenumber(fix_in))
show("mass-ratio lower bound", floor * wavenumber(old_in))
print(f"  sqrt(m_H/m_D) = {floor:.5f} (no unit)")

old_out = modes(F_out, m_HH[outplane])[0][3:]
new_out = modes(F_out, m_DH[outplane])[0][3:]
fix_out = clamped(F_out, m_HH[outplane], [2])[2:]
assert fix_out[0] <= new_out[0] <= old_out[0]
assert new_out[0] >= old_out[0] * m_H / m_D
print("Out-of-plane block, H -> D, r = 1 (cm^-1)")
show("H2CO, HDCO, that H fixed",
     wavenumber(np.array([old_out[0], new_out[0], fix_out[0]])))

# Mass derivative: d lambda / d m_a = -lambda |u_a|^2
share = m_H * np.sum(u_in[4:6, 3:]**2, axis=0)
dm = 1e-4
plus, minus = m_HH[inplane].copy(), m_HH[inplane].copy()
plus[4:6] += dm
minus[4:6] -= dm
slope = (modes(F_in, plus)[0][3:] - modes(F_in, minus)[0][3:]) / (2 * dm)
assert np.allclose(slope, -old_in * share / m_H, rtol=1e-4, atol=1e-8)
assert np.all((share >= 0) & (share <= 1))
show("kinetic-energy share of one H, in-plane modes of H2CO (no unit)",
     share, 4)

# Totally symmetric block for 12C -> 13C; coordinates: C z, O z, H z+z, H y-y
T = np.zeros((12, 4))
T[2, 0] = T[5, 1] = 1
T[[8, 11], 2] = np.sqrt(0.5)
T[7, 3], T[10, 3] = np.sqrt(0.5), -np.sqrt(0.5)
assert np.max(abs(F @ T - T @ (T.T @ F @ T))) < 1e-5
F_sym = T.T @ F @ T
m12 = np.array([m_C12, m_O, m_H, m_H])
m13 = np.array([m_C13, m_O, m_H, m_H])
old_sym, new_sym = modes(F_sym, m12)[0][1:], modes(F_sym, m13)[0][1:]
fix_sym = clamped(F_sym, m12, [0])
check_bounds(old_sym, new_sym, fix_sym, 1, m_C12 / m_C13, 1e-9)
print("Totally symmetric block, 12C -> 13C, r = 1 (cm^-1)")
show("12C", wavenumber(old_sym), 2)
show("13C", wavenumber(new_sym), 2)
show("C fixed", wavenumber(fix_sym), 2)
show("mass-ratio lower bound",
     np.sqrt(m_C12 / m_C13) * wavenumber(old_sym), 2)

print("no test failed")
```

It prints:

```
random networks tested: 300
networks violating one-step interlacing: 299
networks violating two-step interlacing: 173
indefinite Hessians tested: 300
A-B-A model: k = 1.0, f = 0.2, end mass = 1.0 (model units)
  central mass 1: ordered omega^2 = 1.2000 2.4000 (model units)
  central mass 2: ordered omega^2 = 1.2000 1.6000 (model units)
  central mass 4: ordered omega^2 = 1.2000 1.2000 (model units)
  central mass 8: ordered omega^2 = 1.0000 1.2000 (model units)
  central atom fixed: omega^2 = 0.8000 1.2000 (model units)
Formaldehyde, RHF/6-31G(d), optimized geometry
  C-O 1.1844 angstrom, C-H 1.0915 angstrom, H-C-H 115.72 degrees
  masses H 1.007825, D 2.014102, O 15.994915 u
  masses 12C 12.000000, 13C 13.003355 u
All six ordered wavenumbers (cm^-1)
  H2CO: 1335.5 1382.8 1679.7 2030.9 3157.6 3230.1
  HDCO: 1137.8 1210.8 1556.9 1996.7 2362.1 3196.2
  D2CO: 1071.7 1092.0 1223.5 1960.1 2321.6 2411.9
  one H fixed: 431.6 888.1 1071.5 1536.4 2045.7 3195.2
In-plane block, H -> D, r = 2 (cm^-1)
  H2CO: 1382.8 1679.7 2030.9 3157.6 3230.1
  HDCO: 1137.8 1556.9 1996.7 2362.1 3196.2
  that H fixed: 431.6 888.1 1536.4 2045.7 3195.2
  mass-ratio lower bound: 978.2 1188.2 1436.6 2233.6 2284.9
  sqrt(m_H/m_D) = 0.70738 (no unit)
Out-of-plane block, H -> D, r = 1 (cm^-1)
  H2CO, HDCO, that H fixed: 1335.5 1210.8 1071.5
  kinetic-energy share of one H, in-plane modes of H2CO (no unit): 0.3643 0.4536 0.0343 0.4785 0.4451
Totally symmetric block, 12C -> 13C, r = 1 (cm^-1)
  12C: 1679.74 2030.93 3157.60
  13C: 1679.73 1986.56 3152.52
  C fixed: 1304.07 1679.90 3109.31
  mass-ratio lower bound: 1613.64 1951.01 3033.33
no test failed
```
